# Electrostatic field energy of Kooi and Petrov stackings in Ge2Sb2Te5

## Problem

Hexagonal Ge$_2$Sb$_2$Te$_5$, a phase-change memory material, is built from blocks of nine atomic planes. Neighbouring blocks meet at a gap between two Te planes. Two proposed orders of the planes within a block are

- Kooi: Te–Sb–Te–Ge–Te–Ge–Te–Sb–Te
- Petrov: Te–Ge–Te–Sb–Te–Sb–Te–Ge–Te

Give the ions their formal charges, in units of the elementary charge $e$: Ge $+2$, Sb $+3$, Te $-2$. Each plane holds one ion per cell of area $A$. Replace each plane by a uniformly charged sheet, and let all neighbouring sheets, including the two at the Te–Te gap, be a distance $d$ apart. Between the sheets the medium has relative permittivity $\varepsilon_r$. Hold $A$, $d$ and $\varepsilon_r$ the same for both orders. The crystal repeats periodically and carries no macroscopic field.

(a) Find the electric field in every space between planes.

(b) Find the field energy per formula unit for each order, and their ratio. Confirm the result from the interaction of pairs of sheets.

(c) Let the charges be $p$ for Sb, $g$ for Ge and $-t$ for every Te, with a neutral block. Which condition decides the order of the two energies?

(d) How do unequal spacings and a uniform applied field change the comparison?

(e) Evaluate the fields and energies for the rough values $a=0.42$ nm (in-plane lattice constant), $d=0.19$ nm and $\varepsilon_r=30$. Judge the replacement of ions by sheets, and the neglect of Ge/Sb mixing at 600 K.

## Solution

### (a) The fields

Number the planes $n=1,\dots,9$ along $z$, with charges $q_n e$. Let $E_n$ be the field along $+z$ in the space after plane $n$; $E_9$ is then the field in the Te–Te gap. Gauss's law for a flat box enclosing plane $n$ gives

$$\varepsilon_0\varepsilon_r\,(E_n-E_{n-1})=\frac{q_n e}{A}.$$

The field therefore jumps by $q_n$ times the unit

$$E_u=\frac{e}{\varepsilon_0\varepsilon_r A}.$$

Adding the jumps from the first plane onwards,

$$E_n=E_u\,(s_n+C),\qquad s_n=\sum_{j=1}^{n}q_j .$$

The constant $C$ is the field in the gap before plane 1, in units of $E_u$. Gauss's law leaves it open, and the electrical boundary condition fixes it. No macroscopic field means no potential drop over one period:

$$d\sum_{n=1}^{9}E_n=0\quad\Rightarrow\quad C=-\frac19\sum_{n=1}^{9}s_n .$$

Both blocks read the same from either end, so $q_{10-n}=q_n$. Both are neutral: $2\times2+2\times3-5\times2=0$, hence $s_9=0$. For $n=1,\dots,8$ these two facts give

$$s_{9-n}=s_9-\sum_{j=10-n}^{9}q_j=0-\sum_{j=1}^{n}q_j=-s_n .$$

The fields in the first half of the block are thus opposite to those in the second half. Their sum vanishes and $C=0$. The Te–Te gap is free of field because the block is neutral and has no dipole moment.

The running sums of the charges are

- Kooi: $s=-2,\,1,\,-1,\,1,\,-1,\,1,\,-1,\,2,\,0$
- Petrov: $s=-2,\,0,\,-2,\,1,\,-1,\,2,\,0,\,2,\,0$

In the Kooi order each cation plane in the first half reverses the field. In the Petrov order the outer Ge plane just cancels the field of the outer Te plane, and the next Te plane restores it to full strength.

### (b) The energies

The field energy density in a linear medium is $\tfrac12\varepsilon_0\varepsilon_rE^2$. Each space has volume $Ad$ per cell, and a cell of one block holds one formula unit. Hence

$$U=\frac12\varepsilon_0\varepsilon_r E_u^2\,Ad\sum_{n=1}^{9}s_n^2=uN,\qquad u=\frac{e^2d}{2\varepsilon_0\varepsilon_rA},\qquad N=\sum_{n=1}^{9}s_n^2 .$$

One factor $\varepsilon_0\varepsilon_rA$ has cancelled against the square in $E_u^2$. The sums are

$$N_K=4+1+1+1+1+1+1+4+0=14,$$
$$N_P=4+0+4+1+1+4+0+4+0=18 .$$

So $U_K:U_P=14:18$, or $0.778$. With $u$ held fixed, the Kooi order has the lower field energy.

**Confirmation from pairs.** Since the block is neutral, the charge to the right of space $n$ is minus the charge to its left. One factor of $s_n^2$ can therefore be written with the left-hand charges and the other with the right-hand ones:

$$s_n^2=-\Big(\sum_{i\le n}q_i\Big)\Big(\sum_{j>n}q_j\Big).$$

Sum this over $n=1,\dots,8$. A pair $i<j$ appears once for every space lying between its two planes, which is $j-i$ times. Thus

$$N=-\sum_{i<j}q_iq_j\,(j-i)=-\sum_{k=1}^{8}k\,C_k,\qquad C_k=\sum_{i=1}^{9-k}q_iq_{i+k}.$$

This is the energy of sheets that interact through a potential linear in their distance. The correlation sums for $k=1,\dots,8$ are

- Kooi: $C_k=-40,\,32,\,-28,\,24,\,-20,\,17,\,-12,\,4$
- Petrov: $C_k=-40,\,37,\,-32,\,24,\,-20,\,12,\,-8,\,4$

Weighting by $k$ and changing the sign gives

$$N_K=40-64+84-96+100-102+84-32=14,$$
$$N_P=40-74+96-96+100-72+56-32=18 .$$

The nearest-plane sum $C_1$ is the same in both orders, because every cation plane lies between two Te planes. The difference comes from more distant pairs.

### (c) What decides the order

Neutrality now reads $2p+2g=5t$. Let $x$ be the charge of the outer cation; the inner cation then has charge $\tfrac52t-x$. The first four running sums are

$$s_1=-t,\quad s_2=x-t,\quad s_3=x-2t,\quad s_4=\tfrac52t-2t=\tfrac12t .$$

The other four have the same squares, by the antisymmetry found in (a). Therefore

$$N(x)=2\left[t^2+(x-t)^2+(x-2t)^2+\tfrac14t^2\right]=4x^2-12tx+\tfrac{25}{2}t^2 .$$

The Kooi order has $x=p$ and the Petrov order has $x=g$. Subtracting,

$$N_P-N_K=4(g^2-p^2)-12t(g-p)=4(g-p)(g+p-3t).$$

With $g+p=\tfrac52t$ the last bracket equals $-\tfrac12t$, so

$$N_P-N_K=2t\,(p-g).$$

For negative Te ($t>0$), the Kooi order has the lower field energy whenever Sb is more positive than Ge. The formal charges give $2\times2\times(3-2)=4$, as before. If $p=g$, the sheets cannot tell the cations apart and the energies coincide.

The ratio is less general than the sign. If all charges are multiplied by one factor $\lambda$, both energies change by $\lambda^2$ and the ratio stays at 14 to 18. If $p/g$ changes, the ratio in general changes too.

Completing the square shows why the formal charges favour Sb on the outside. For $t=2$,

$$N(x)=4x^2-24x+50=14+4(x-3)^2 .$$

An outer cation of charge 3 turns the field $-2$ before it into $+1$ after it, and the following Te plane turns this into $-1$. Those two fields are as evenly balanced as the jump of 2 at the Te plane permits. Any other outer charge makes one of them larger, and the sum of their squares grows.

### (d) Unequal spacings and an applied field

**Spacings.** Let space $n$ have width $d_n$, with $d_{9-n}=d_n$ so that the block keeps its inversion symmetry. A field between uniform sheets does not depend on their distance, so the $s_n$ stay as they are. The potential drop $\sum s_nd_n$ still cancels in pairs, and $C=0$ still holds. With $u$ defined by the reference spacing $d$,

$$N=\sum_{n=1}^{8}s_n^2\,\frac{d_n}{d}.$$

The width of the Te–Te gap does not appear, since there is no field in it.

If both orders have the same set of spacings, then

$$N_P-N_K=2\left[(0-1)\frac{d_2}{d}+(4-1)\frac{d_3}{d}\right]=\frac{2(3d_3-d_2)}{d},$$

because $s_1^2$ and $s_4^2$ agree in the two orders. The Kooi order stays lower as long as $d_2<3d_3$.

The same condition holds for the general charges of part (c). With $g+p=\tfrac52t$, the changes in the two squares from Kooi to Petrov are

$$(g-t)^2-(p-t)^2=-\tfrac12t\,(p-g),\qquad (g-2t)^2-(p-2t)^2=\tfrac32t\,(p-g),$$

so that $N_P-N_K=t\,(p-g)(3d_3-d_2)/d$.

The two orders may also relax differently. Suppose that every spacing within the blocks lies within a fraction $\delta$ of $d$. In the least favourable case all Kooi spacings are stretched and all Petrov spacings are compressed. The order of energies survives if

$$14(1+\delta)<18(1-\delta)\quad\Rightarrow\quad\delta<\frac{18-14}{18+14}=12.5\ \% .$$

This is a sufficient condition. Larger deviations need not reverse the order.

As a trial, shift each outer cation towards its outer Te plane, so that $d_1=0.9d$ and $d_2=1.1d$, with $d_3=d_4=d$. Then

$$N_K=2(4\times0.9+1.1+1+1)=13.4,$$
$$N_P=2(4\times0.9+0+4+1)=17.2 .$$

Both values fall, and the ratio becomes $0.78$, hardly different from the value for equal spacing.

**Applied field.** Return to equal spacings and add a uniform field $fE_u$ inside the crystal. The sum of squares becomes

$$\sum_{n=1}^{9}(s_n+f)^2=N+2f\sum_{n=1}^{9}s_n+9f^2=N+9f^2 .$$

The cross term vanishes because the internal field averages to zero. At the same macroscopic field, both orders gain the same energy and their difference is unchanged. This holds for a linear medium with fixed charges; field-driven motion of ions or electrons is outside the model.

### (e) Numbers and their meaning

**Fields.** The hexagonal cell has area

$$A=\frac{\sqrt3}{2}a^2=0.866\times(0.42\ \text{nm})^2=0.1528\ \text{nm}^2 .$$

Without screening ($\varepsilon_r=1$) the field unit $e/(\varepsilon_0A)$ is $1184$ MV/cm. With $\varepsilon_r=30$ it is

$$E_u=\frac{1184}{30}=39.5\ \text{MV/cm}.$$

The largest field, where $|s_n|=2$, is $79$ MV/cm. It should not be compared directly with a breakdown field. It reverses within a few planes and has zero mean, so it cannot accelerate a carrier steadily through the film. For scale, 0.5 MV/cm, a rough switching field for the amorphous phase rather than for this crystal, is $1.3\ \%$ of $E_u$.

**Energies.** Comparing the definitions of $u$ and $E_u$ gives $u=eE_ud/2$. Since 39.5 MV/cm is 3.95 V/nm,

$$u=\tfrac12\times3.95\times0.19\ \text{eV}=0.375\ \text{eV}.$$

Hence, per formula unit,

$$U_K=14u=5.25\ \text{eV},\qquad U_P=18u=6.75\ \text{eV},\qquad U_P-U_K=1.50\ \text{eV}.$$

Shared among nine atoms, the difference is $167$ meV per atom.

**Sheets or point ions?** Real planes consist of separate ions. Place point ions of the same charges on close-packed planes, each displaced sideways by one third of the long diagonal of the cell relative to the last (ABC stacking). A full three-dimensional Coulomb sum without screening then gives $-162.27$ eV for Kooi and $-117.40$ eV for Petrov. The difference is $44.87$ eV, while the sheets give $4\times11.253=45.01$ eV. For equal spacings the sheet model therefore errs by about 0.3 % in the unscreened difference.

The reason lies in the decay of the lateral field. A charge pattern with in-plane wave number $G$ produces a potential $\phi(z)$ that obeys $\phi''=G^2\phi$ away from its plane, so it falls as $e^{-G|z|}$. The smallest wave number of the hexagonal lattice is $G=4\pi/(\sqrt3a)\approx17$ nm$^{-1}$. The lateral energy within planes depends on the sum of squared charges, which is the same in both orders. That between nearest planes depends on $C_1$ and on the Te–Te pair across the gap, which are also the same. The first lateral difference comes from second neighbours, at distance $2d=0.38$ nm, where the decay factor is about $10^{-3}$.

The point-ion totals are negative and do not stand in the ratio 14 to 18. They contain a large attractive part, nearly common to both orders, which the uniform sheets leave out. The ratio belongs to the plane-averaged field energy alone. The energy difference is the quantity that carries over to the point-ion crystal, as long as both orders share the same spacings. If they relax differently, the lateral energy between nearest planes, about 13 eV without screening, no longer cancels. With the spacings inside the Kooi block stretched by 5 % and those inside the Petrov block compressed by 5 %, the sheets give a difference of 27.0 eV and the point ions 30.9 eV.

**Mixing of Ge and Sb.** Let every cation plane hold equal numbers of Ge and Sb at random, so that its average charge is $2.5$. The formula of part (c) gives

$$N=14+4(2.5-3)^2=15 .$$

The plane-averaged cost relative to Kooi order is one unit $u$, or $0.375$ eV per formula unit. Against it stands the entropy of mixing. There are four cation sites per formula unit, each occupied by Ge or Sb with probability $\tfrac12$, so

$$TS=-4kT\left(\tfrac12\ln\tfrac12+\tfrac12\ln\tfrac12\right)=4kT\ln2 .$$

At 600 K, $kT=51.7$ meV and $TS=0.143$ eV. With full formal charges, perfect Kooi order thus has a lower model free energy than complete mixing.

The margin depends strongly on the charges. If all are scaled by $\lambda$, the cost becomes $0.375\lambda^2$ eV, and the two terms tie at

$$\lambda=\sqrt{\frac{0.143}{0.375}}=0.62 .$$

Below this value the model prefers complete mixing to perfect order. Partial mixing is a separate matter. If a small fraction $y$ of the outer Sb ions changes places with inner Ge ions, the outer charge is $3-y$ and the cost is $4uy^2$. The entropy term, $-4kT[y\ln y+(1-y)\ln(1-y)]$, starts more steeply than any quadratic. Some exchange therefore lowers the model free energy at any temperature above zero. The minimum lies where $2uy=kT\ln[(1-y)/y]$, which for full charges at 600 K gives $y\approx0.13$, so in the sheet model the exchange is not negligible. These estimates leave out the energy of charge disorder within each plane. For point ions placed at random, the average pair energy is that of the mean charges. The lateral energy within a plane is $-7.22\,q^2$ eV per ion without screening, and the squared cation charges sum to 25 instead of 26. This adds about $0.64u$ to the cost of complete mixing. With the same screening the tie then lies at $\lambda\approx0.48$, and the exchanged fraction at full charges falls to about $0.01$. The close agreement between sheets and point ions found above holds for the two ordered stackings, not for mixed planes.

**The real material.** The chosen $a$ and the period $9d=1.71$ nm are close to those of hexagonal Ge$_2$Sb$_2$Te$_5$, and a permittivity of some tens is a rough value for its electronic screening. Equal spacing is not realistic at the Te–Te gap, which is wider than the other spaces. If it is roughly 0.28 nm, the other eight average $(1.71-0.28)/8\approx0.18$ nm. Using this for $d$ lowers both energies by about 6 % and leaves their ratio alone.

The assumption of full ionic charges is a serious weakness. Bonding in these tellurides is largely covalent, and the effective charges need not share one scale factor. Merely as an illustration, a common factor $\lambda=0.62$ would reduce the difference from 1.50 to about 0.58 eV per formula unit. A bulk permittivity is also doubtful over a single interplanar distance. Covalent bonding, short-range repulsion and dispersion across the gap may differ between the orders as well, and they are not estimated here. The value of 167 meV per atom is thus a model energy, not a prediction of the total energy difference. Real crystals can also have mixed cation planes, and memory films often crystallise in a cubic, disordered phase to which neither ideal order applies.

What the model supports is a statement about one contribution: with the same negative charge on every Te plane and Sb more positive than Ge, placing Sb next to the outer Te planes lowers the plane-averaged field energy, provided both orders have the same symmetric spacings with $d_2<3d_3$. The computed values are collected in the numerical output below.

## Computed results

```
Kooi plane charges (e): -2 3 -2 2 -2 2 -2 3 -2
Kooi fields s (field units): -2 1 -1 1 -1 1 -1 2 0
Kooi energy number N: 14
Petrov plane charges (e): -2 2 -2 3 -2 3 -2 2 -2
Petrov fields s (field units): -2 0 -2 1 -1 2 0 2 0
Petrov energy number N: 18
ratio Kooi/Petrov: 0.7778
in-plane lattice constant a: 0.42 nm
plane spacing d: 0.19 nm
relative permittivity: 30
cell area A: 0.1528 nm^2
field unit, bare: 1184 MV/cm
field unit, screened: 39.5 MV/cm
largest field, screened: 79.0 MV/cm
energy unit u, bare: 11.253 eV per formula unit
energy unit u, screened: 0.3751 eV per formula unit
Kooi energy, screened: 5.251 eV per formula unit
Petrov energy, screened: 6.752 eV per formula unit
difference, screened: 1.500 eV per formula unit
difference, screened: 167 meV per atom
difference, bare sheets: 45.01 eV per formula unit
difference, bare point ions: 44.87 eV per formula unit
point-ion correction: -0.31 %
Kooi point-ion total, bare: -162.27 eV per formula unit
Petrov point-ion total, bare: -117.40 eV per formula unit
safe spacing deviation: 12.5 %
trial outer-cation spacing change: 10 %
trial N, Kooi: 13.40
trial N, Petrov: 17.20
mixed-plane N: 15.00
temperature: 600 K
thermal energy kT: 51.7 meV
mixing cost over Kooi: 0.375 eV per formula unit
mixing entropy term: 0.143 eV per formula unit
charge scale where they tie: 0.62
applied field: 0.5 MV/cm
applied/internal field unit: 1.3 %
```
